# Local-moment resonance in a metal: g shift, Korringa width and bottleneck: a numerical check

```python
"""Local moment resonance in a metal: g shift, Korringa width, bottleneck.

Result under test: H = g muB B.(S+s) - J S.s(0), equal g for both spins.
  open regime:   Delta g = J rho,  rate_ds = pi (J rho)^2 kT / hbar
  bottleneck:    width ~ leak, g shift ~ leak^2, both zero when leak = 0
Symbols: S local spin, s conduction spin, rho states per eV, atom and spin,
conc = moments per atom, rate_ds = moment to electrons (Korringa),
rate_sd = electrons to moments (Overhauser), leak = electrons to lattice,
lam = molecular field constant, chi_d0 and chi_s0 bare susceptibilities.
Scaled Hasegawa equations: time in 1/omega0, field in B, M in chi_s0*B.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal

kB = const.k / const.e
hbar = const.hbar / const.e
muB = const.physical_constants["Bohr magneton in eV/T"][0]
g = 2.0
S = 2.5
J = 0.1
rho = 0.25
conc = 1e-3
T = 20.0
B = 0.34
kT = kB * T
SS = S * (S + 1)
omega0 = g * muB * B / hbar

# Band with semi-elliptic density of states, Fermi level off centre
half_band = 2 * np.sqrt(0.75) / (np.pi * rho)
EF = -half_band / 2


def dos(E):
    return 2 / (np.pi * half_band**2) * np.sqrt(half_band**2 - E**2)


def fermi(E, temp):
    return 0.5 * (1 - np.tanh(E / (2 * temp)))


# ---- g shift from free energies of a chain with the moment at its end ----
# The end site of a long chain has the semi-elliptic local density of states.
n_sites = 600
hop = np.full(n_sites - 1, half_band / 2)
kT_chain = 0.03      # above the level spacing of the finite chain
zeeman = 1e-3


def free_energy(m):
    total = zeeman * m
    for s in (0.5, -0.5):
        site = np.zeros(n_sites)
        site[0] = -J * m * s
        levels = eigh_tridiagonal(site, hop, eigvals_only=True) + zeeman * s
        total -= kT_chain * np.sum(np.logaddexp(0, -(levels - EF) / kT_chain))
    return total


splitting = free_energy(0.5) - free_energy(-0.5)
dg_chain = g * (splitting / zeeman - 1)
dg = J * rho
# Remaining differences: order (kT/band)^2 and (J rho)^2
assert abs(dg_chain / dg - 1) < 5e-3

# ---- transverse rate from the time correlation of the electron spin ----
levels, vectors = eigh_tridiagonal(np.zeros(n_sites), hop)
weight = vectors[0]**2
occ = fermi(levels - EF, kT_chain)
dt = 0.1
times = np.arange(0, 200, dt)
phase = np.exp(1j * np.outer(times, levels))
corr = 0.5 * (phase @ (weight * occ)) * (phase.conj() @ (weight * (1 - occ)))
noise = 2 * dt * (np.sum(corr.real) - 0.5 * corr[0].real)
m_values = np.arange(S, -S - 1, -1)
Sz = np.diag(m_values)
Sp = np.diag(np.sqrt(SS - m_values[1:] * (m_values[1:] + 1)), 1)
Sx = (Sp + Sp.T) / 2
Sy = (Sp - Sp.T) / 2j


def comm(a, b):
    return a @ b - b @ a


double = sum(comm(a, comm(a, Sp)) for a in (Sx, Sy, Sz)) / 2
factor = np.trace(Sp.T @ double).real / np.trace(Sp.T @ Sp)
assert np.allclose(double, factor * Sp)
transverse = J**2 * noise * factor
korringa_chain = np.pi * (J * rho)**2 * kT_chain
assert abs(transverse / korringa_chain - 1) < 5e-3

# ---- flip current with both spin systems out of equilibrium ----
rate_ds = np.pi * (J * rho)**2 * kT / hbar
rate_sd = 2 * np.pi / (3 * hbar) * conc * J**2 * rho * SS
E = np.linspace(EF - 40 * kT, EF + 40 * kT, 8001)
for y, dmu, ed, es in [(0.01, 0, 0, 0), (0, 0.01, 0, 0), (0, 0, 0.01, 0),
                       (0, 0, 0, 0.01), (0.01, -0.02, 0.015, -0.005)]:
    pop = np.exp(y * m_values)
    pop /= pop.sum()
    down = np.sum(pop * (SS - m_values * (m_values - 1)))
    up = np.sum(pop * (SS - m_values * (m_values + 1)))
    E2 = E + (ed - es) * kT
    f_dn = fermi(E - EF + dmu * kT / 2, kT)
    f_up = fermi(E2 - EF - dmu * kT / 2, kT)
    integrand = dos(E) * dos(E2) * (down * f_dn * (1 - f_up)
                                    - up * f_up * (1 - f_dn))
    current = -2 * np.pi / hbar * (J / 2)**2 * np.sum(integrand) * (E[1] - E[0])
    dev_d = np.sum(pop * m_values) + SS * ed / 3
    dev_s = rho * kT * (dmu + es) / 2
    law = -rate_ds * dev_d + rate_sd / conc * dev_s
    assert abs(current / law - 1) < 2e-3

# ---- detailed balance, Curie law taken from level populations ----
step = 1e-3
pop = np.exp(-step * m_values)
curie = -np.sum(pop * m_values) / pop.sum() / step
ratio_chi0 = conc * curie / kT / (rho / 2)
assert abs(rate_sd / rate_ds / ratio_chi0 - 1) < 1e-4


# ---- Hasegawa equations: numerical modes and closed form ----
def scaled(exch, c, leak):
    kds = np.pi * (exch * rho)**2 * kT / (hbar * omega0)
    ksd = 2 * np.pi / 3 * c * exch**2 * rho * SS / (hbar * omega0)
    R = c * SS / (3 * kT) / (rho / 2)
    return exch * rho / 2, R, kds, ksd, leak / omega0


def motion(M, b, p):
    lam, R, kds, ksd, kl = p
    Md, Ms = M[:3], M[3:]
    Hd, Hs = b + lam * Ms, b + lam * Md
    dev_d, dev_s = Md - R * Hd, Ms - Hs
    return np.concatenate([
        np.cross(Hd, Md) - kds * dev_d + ksd * dev_s,
        np.cross(Hs, Ms) - (ksd + kl) * dev_s + kds * dev_d])


def linearize(p):
    """Jacobians in M and in b; central differences suit bilinear equations."""
    lam, R = p[:2]
    z = np.array([0, 0, 1.0])
    md, ms = np.linalg.solve([[1, -R * lam], [-lam, 1]], [R, 1])
    M0 = np.concatenate([md * z, ms * z])
    assert np.max(np.abs(motion(M0, z, p))) < 1e-9
    A = np.array([(motion(M0 + v, z, p) - motion(M0 - v, z, p)) / 2
                  for v in np.eye(6)]).T
    F = np.array([(motion(M0, z + v, p) - motion(M0, z - v, p)) / 2
                  for v in np.eye(3)]).T
    return A, F


def slow_mode(p):
    """Decay rate and frequency shift of the narrow line, units omega0."""
    ev = np.linalg.eigvals(linearize(p)[0])
    ev = ev[ev.imag > 0.5]
    best = ev[np.argmax(ev.real)]
    return -best.real, best.imag - 1


def closed(p):
    lam, R, kds, ksd, kl = p
    D = 1 - lam**2 * R
    r = R * (1 + lam) / (1 + lam * R)
    K = (1 + lam * R) * (kds - 1j * lam / D)
    eps = D / (1 + lam * R)
    return D, r, K, eps


for exch, c in [(J, conc), (-J, conc), (J, 1e-4), (2 * J, 2e-3)]:
    for leak in (1e9, 1e10, 1e11, 1e12):
        p = scaled(exch, c, leak)
        D, r, K, eps = closed(p)
        spectrum = np.linalg.eigvals(linearize(p)[0])
        for mu in np.roots([1, -((1 + r) * K + p[4]), eps * K * p[4]]):
            assert np.min(np.abs(spectrum - (1j - mu))) < 1e-9
    width0, shift0 = slow_mode(scaled(exch, c, 0.0))
    assert abs(width0) < 1e-11 and abs(shift0) < 1e-11

# Open limit
p = scaled(J, conc, 1e15)
lam, R, kds, ksd, kl = p
D, r, K, eps = closed(p)
width_open, shift_open = slow_mode(p)
assert abs(width_open / (kds * D) - 1) < 2e-3
assert abs(shift_open / lam - 1) < 2e-3

# Slow leakage: width linear, shift quadratic in the leak rate
p = scaled(J, conc, 1e8)
width, shift = slow_mode(p)
chi_d = R * (1 + lam) / D
chi_s = (1 + lam * R) / D
assert abs(width / (p[4] / (chi_d + chi_s)) - 1) < 1e-2
second = eps * (p[4] / (1 + r))**2 * (1 - eps / (1 + r)) * (1 / K).imag
assert abs(shift / second - 1) < 1e-2

# ---- sweep of the leak rate ----
rows = []
for leak in (1e13, 1e12, 1e11, 1e10, 1e9):
    p = scaled(J, conc, leak)
    width, shift = slow_mode(p)
    beta = p[4] / (p[4] + (1 + lam * R) * kds + (1 + lam) * ksd)
    w_simple, s_simple = D * kds * beta, lam * beta**2
    # Neglected terms: order 1/(1+r) and (lam/kds)^2
    assert abs(w_simple / width - 1) < 0.05
    assert abs(s_simple / shift - 1) < 0.15
    rows.append((leak, beta, width * B * 1e3, w_simple * B * 1e3,
                 g * shift, g * s_simple))
for a, b in zip(rows, rows[1:]):
    assert b[2] < a[2] and b[4] < a[4]

# ---- driven absorption in the bottleneck regime ----
leak_b = 1e10
p = scaled(J, conc, leak_b)
A, F = linearize(p)
width, shift = slow_mode(p)
drive = np.array([1, -1j, 0])
freq = 1 + shift + width * np.linspace(-6, 6, 2401)
power = []
for w in freq:
    resp = np.linalg.solve(1j * w * np.eye(6) - A, F @ drive)
    total = resp[:3] + resp[3:]
    power.append(-0.5 * np.real(np.sum(total.conj() * 1j * w * drive)))
power = np.array(power)
peak = freq[np.argmax(power)]
above = freq[power > power.max() / 2]
hwhm = (above[-1] - above[0]) / 2
assert power.min() > 0
# The power carries a smooth factor of frequency, which tilts the line a little
assert abs(peak - 1 - shift) < 0.05 * width
assert abs(hwhm / width - 1) < 0.03

# ---- concentration at fixed leak rate ----
conc_rows = []
for c in (5e-4, 1e-3, 2e-3):
    w, s = slow_mode(scaled(J, c, leak_b))
    conc_rows.append((c, w * B * 1e3, g * s))
for a, b in zip(conc_rows, conc_rows[1:]):
    assert b[1] < a[1] and b[2] < a[2]

slope = np.pi * dg**2 * kB / (g * muB) * 1e3
print(f"local spin S = {S}, g = {g}")
print(f"exchange J = {J} eV")
print(f"density of states rho = {rho} per eV, atom and spin")
print(f"concentration c = {conc} per atom")
print(f"temperature = {T} K, kT = {kT*1e3:.4f} meV")
print(f"field B = {B} T, Zeeman energy = {g*muB*B*1e3:.5f} meV")
print(f"omega0 = {omega0:.4e} rad/s")
print(f"open g shift J*rho = {dg:.4f}")
print(f"chain at kT = {kT_chain} eV: g shift = {dg_chain:.5f}")
print(f"chain: noise rate / Korringa formula = {transverse/korringa_chain:.5f}")
print(f"Korringa rate delta_ds = {rate_ds:.4e} 1/s")
print(f"Overhauser rate delta_sd = {rate_sd:.4e} 1/s")
print(f"Korringa half width = {slope*T:.3f} mT, slope = {slope:.4f} mT/K")
print(f"lambda*chi_s0 = {lam:.5f}, lambda*chi_d0 = {lam*R:.4f}")
print(f"chi_d0/chi_s0 = {R:.3f}, r = chi_d/chi_s = {r:.3f}")
print(f"D = {D:.5f}, epsilon = {eps:.4f}")
print(f"omega0*lambda*chi_s0/delta_ds = {lam/kds:.4f}")
print("leak rate sweep: half width in mT and g shift, exact and simple")
print("delta_sL (1/s)  beta     width   simple  g shift    simple")
for q in rows:
    print(f"{q[0]:.0e}  {q[1]:.5f}  {q[2]:.4f}  {q[3]:.4f}  "
          f"{q[4]:.4e}  {q[5]:.4e}")
print(f"driven line at delta_sL = {leak_b:.0e} 1/s:")
print(f"  half width = {hwhm*B*1e3:.4f} mT, mode gives {width*B*1e3:.4f} mT")
print(f"  (peak - mode frequency)/half width = {(peak-1-shift)/width:.4f}")
print(f"concentration sweep at delta_sL = {leak_b:.0e} 1/s")
print("c per atom   half width (mT)   g shift")
for q in conc_rows:
    print(f"{q[0]:.4f}  {q[1]:.4f}  {q[2]:.4e}")
print("PASS")
```

Output:

```
local spin S = 2.5, g = 2.0
exchange J = 0.1 eV
density of states rho = 0.25 per eV, atom and spin
concentration c = 0.001 per atom
temperature = 20.0 K, kT = 1.7235 meV
field B = 0.34 T, Zeeman energy = 0.03936 meV
omega0 = 5.9800e+10 rad/s
open g shift J*rho = 0.0250
chain at kT = 0.03 eV: g shift = 0.02499
chain: noise rate / Korringa formula = 0.99919
Korringa rate delta_ds = 5.1412e+09 1/s
Overhauser rate delta_sd = 6.9605e+10 1/s
Korringa half width = 29.231 mT, slope = 1.4616 mT/K
lambda*chi_s0 = 0.01250, lambda*chi_d0 = 0.1692
chi_d0/chi_s0 = 13.539, r = chi_d/chi_s = 11.724
D = 0.99788, epsilon = 0.8535
omega0*lambda*chi_s0/delta_ds = 0.1454
leak rate sweep: half width in mT and g shift, exact and simple
delta_sL (1/s)  beta     width   simple  g shift    simple
1e+13  0.99241  28.9669  28.9479  2.4647e-02  2.4622e-02
1e+12  0.92895  27.2542  27.0968  2.1758e-02  2.1574e-02
1e+11  0.56662  16.8981  16.5278  8.1638e-03  8.0263e-03
1e+10  0.11563  3.4032  3.3727  3.1551e-04  3.3423e-04
1e+09  0.01291  0.3769  0.3764  3.8186e-06  4.1638e-06
driven line at delta_sL = 1e+10 1/s:
  half width = 3.3947 mT, mode gives 3.4032 mT
  (peak - mode frequency)/half width = 0.0100
concentration sweep at delta_sL = 1e+10 1/s
c per atom   half width (mT)   g shift
0.0005  5.8844  9.1051e-04
0.0010  3.4032  3.1551e-04
0.0020  1.8503  9.5891e-05
PASS
```
